# Adatom Density Between Two Absorbing Steps on an Oxide Terrace

## First half: from a terrace without desorption to the hyperbolic cosine

### What goes wrong

A film one layer thick is to grow outward from the steps of an oxide surface. Atoms arrive from the vapour at a known rate, and the speed of the growing edge is wanted. Two quick estimates suggest themselves, and each can fail badly.

The first says that every atom that lands reaches a step. For the sapphire terrace worked out below, 126 nm wide at 1200 K, this makes the edge 5.5 times too fast, because most adatoms return to the vapour before they find a step. The second says that each step collects the atoms landing within one diffusion length of it. On the wide terrace this works well. On a terrace ten times narrower, with all else unchanged, it makes the steps collect 1.8 times as many atoms as arrive, which is impossible.

What is missing is the density of adatoms across the terrace when diffusion, arrival and desorption act together. It gives the flux into the steps for any width, and it shows where each estimate holds.

### The simplest case: no desorption

Let the terrace occupy $-L/2<x<L/2$ between two straight, parallel steps, with nothing varying along them. Adatoms arrive at a uniform rate $F$ per unit area and diffuse with constant $D$. Their mean number per unit area is $n(x)$. They are assumed so dilute that they do not meet. The flux in the $+x$ direction, per unit length of step, is

$$j(x)=-D\,n'(x).$$

The minus sign says that adatoms drift on average from high density to low. In a steady state the number in a strip between $x$ and $x+dx$ is constant. The strip gains $F\,dx+j(x)$ and loses $j(x+dx)$, so $j'=F$, or

$$D\,n''+F=0 .$$

A perfectly absorbing step takes every adatom that reaches it and releases none. No adatom is then left at the step, and $n(\pm L/2)=0$. Integrating twice gives $n=-Fx^2/(2D)+c_1x+c_0$. Equal values at the two ends require $c_1=0$, and the value zero there fixes $c_0=FL^2/(8D)$. Hence

$$n(x)=\frac{F}{2D}\left(\frac{L^2}{4}-x^2\right).$$

At the right step the outgoing flux is $-Dn'(L/2)=FL/2$. The two steps together take $FL$, all that arrives, as they must when there is no other way out.

This solution also predicts its own failure. The number of adatoms on the terrace, per unit length of step, is

$$\int_{-L/2}^{L/2}n\,dx=\frac{F}{2D}\left(\frac{L^3}{4}-\frac{L^3}{12}\right)=\frac{FL^3}{12D}.$$

Divided by the arrival rate $FL$, this gives the mean time an adatom spends on the terrace, $L^2/(12D)$. If an adatom desorbs after a mean time $\tau$, the parabola can be trusted while $L^2/(12D)\ll\tau$. On a terrace so wide that $L^2/(12D)\gg\tau$, most adatoms leave for the vapour first.

The opposite simple case has desorption but no steps. Arrival $F$ then balances desorption $n/\tau$, and $n=F\tau$ everywhere. The general solution has to join these two cases.

### Where $D$ and $\tau$ come from

Suppose that adatoms hop on a triangular lattice of sites with hop length $b$, and that all six hops are equally likely, with total rate $\Gamma$. Let the steps run along a close-packed row. Neighbouring rows are then $h=\sqrt3\,b/2$ apart. Of the six hops two stay in the row, two go to the next row and two to the previous one, so the rate of hopping to the next row is $r=\Gamma/3$.

A row represents a strip of width $h$ and holds $nh$ adatoms per unit length. The net flux across the line midway between two rows, at position $x$, is therefore

$$j=rh\left[n(x-h/2)-n(x+h/2)\right]\approx-rh^2\,n'(x).$$

Comparison with $j=-Dn'$ gives

$$D=rh^2=\frac{\Gamma}{3}\cdot\frac{3b^2}{4}=\frac{\Gamma b^2}{4}.$$

The direction of the steps does not matter for this value. The sum of $\cos^2\theta$ over six directions $60^\circ$ apart is 3 for any orientation, so the mean square displacement per hop along any axis is $b^2/2$, and half of this times $\Gamma$ is again $\Gamma b^2/4$.

Both hopping and desorption are taken to be thermally activated, with the same prefactor $\nu$:

$$\Gamma=\nu\,e^{-E_{\rm dif}/kT},\qquad \frac1\tau=\nu\,e^{-E_{\rm des}/kT}.$$

The equal prefactors are an assumption; a ratio different from one would enter the length below through its square root.

The constants $D$ and $\tau$ form one length,

$$\lambda=\sqrt{D\tau}=\frac b2\,\exp\!\left(\frac{E_{\rm des}-E_{\rm dif}}{2kT}\right),$$

the diffusion length. The prefactor has cancelled, and the difference of the two barriers remains. As desorption has the higher barrier here, $\lambda$ falls when the temperature rises: hops become faster, but desorption speeds up more.

The length has a direct meaning on a terrace without steps. Hops that change the row occur at rate $2r$, each adds $h^2$ to the mean square displacement across the rows, and successive hops are independent. After a time $t$ the mean square displacement is $2rh^2t=2Dt$. The time of desorption has the distribution $e^{-t/\tau}/\tau$ with mean $\tau$, so

$$\langle x^2\rangle=2D\tau=2\lambda^2 .$$

An adatom thus travels a root-mean-square distance $\sqrt2\,\lambda$ across the rows before it desorbs.

### The general balance and its solution

With desorption, the strip of width $dx$ also loses $n\,dx/\tau$. The balance becomes $-j'+F-n/\tau=0$, that is,

$$D\,n''-\frac n\tau+F=0,\qquad n(\pm L/2)=0 .$$

Multiply by $\tau$ and use $D\tau=\lambda^2$:

$$\lambda^2n''-n+F\tau=0 .$$

The constant $n=F\tau$ satisfies this equation. What must be added to it satisfies $\lambda^2g''=g$, whose general solution is $g=A\cosh(x/\lambda)+B\sinh(x/\lambda)$. Write

$$a=\frac{L}{2\lambda}$$

for the half-width in units of the diffusion length. The boundary conditions are

$$F\tau+A\cosh a+B\sinh a=0,\qquad F\tau+A\cosh a-B\sinh a=0 .$$

Their difference gives $2B\sinh a=0$, so $B=0$. Their sum gives $A=-F\tau/\cosh a$. Therefore

$$\boxed{\,n(x)=F\tau\left[1-\frac{\cosh(x/\lambda)}{\cosh(L/2\lambda)}\right]\,}$$

The density is zero at the steps and highest at the centre, where it equals $F\tau(1-1/\cosh a)$. It stays below $F\tau$, since the steps can only remove adatoms.

### Is the steady state reached?

Let $w(x,t)$ be the difference between the actual density and the steady one. The source $F$ cancels in the difference, which leaves

$$\frac{\partial w}{\partial t}=D\frac{\partial^2w}{\partial x^2}-\frac w\tau,\qquad w(\pm L/2,t)=0 .$$

Functions that vanish at both ends can be expanded in $\sin[m\pi(x+L/2)/L]$ with $m=1,2,\dots$ The second derivative multiplies each such term by $-m^2\pi^2/L^2$, so the term decays at the rate

$$\frac1\tau+\frac{D\pi^2m^2}{L^2}.$$

The slowest decay has $m=1$, and even this is faster than desorption alone. Every deviation dies out. A second steady solution would differ from the first by a deviation that does not change in time, and the only such deviation is zero. The solution in the box is therefore unique, and it is approached from any starting density.

### Test on the narrow terrace

For $L\ll\lambda$ the parabola must return. Both arguments of the hyperbolic cosines are then small, and $\cosh y\approx1+y^2/2$ gives

$$n\approx F\tau\,\frac{a^2-x^2/\lambda^2}{2}
=\frac{F\tau}{2\lambda^2}\left(\frac{L^2}{4}-x^2\right)=\frac{F}{2D}\left(\frac{L^2}{4}-x^2\right),$$

where $\tau/\lambda^2=1/D$ was used. The desorption time has dropped out, as it should.

The next order shows how soon the parabola fails. With $\cosh a=1+z$ and $z=a^2/2+a^4/24+\dots$,

$$\frac1{\cosh a}=1-z+z^2-\dots=1-\frac{a^2}2-\frac{a^4}{24}+\frac{a^4}{4}+\dots=1-\frac{a^2}{2}+\frac{5a^4}{24}+\dots$$

The centre density is thus

$$n(0)=F\tau\,\frac{a^2}{2}\left(1-\frac{5a^2}{12}+\dots\right).$$

For $a=0.1$ the parabola is too high at the centre by 0.4 percent. For $a$ near one the correction is no longer small, and more terms or the full formula are needed.

### What the hyperbolic cosine means

The ratio of hyperbolic cosines has a meaning of its own. Let $p(x)$ be the probability that an adatom now at $x$ reaches a step before it desorbs. Hops within a row do not change $p$. Of the other events, a hop to the next row has rate $r$, a hop to the previous row has rate $r$, and desorption has rate $1/\tau$ and ends the adatom's chance. Averaging over the next event gives

$$\left(2r+\frac1\tau\right)p(x)=r\,p(x+h)+r\,p(x-h).$$

Moving $2rp$ to the right produces a second difference, $r[p(x+h)-2p(x)+p(x-h)]\approx rh^2p''=Dp''$. Hence $\lambda^2p''=p$. An adatom at a step has already arrived, so $p(\pm L/2)=1$, and

$$p(x)=\frac{\cosh(x/\lambda)}{\cosh(L/2\lambda)},\qquad n(x)=F\tau\,[1-p(x)] .$$

The second relation can also be understood without solving anything. Written as $n/\tau=F(1-p)$, it says that the desorption rate at $x$ equals the rate at which adatoms that land at $x$ will desorb, wherever they do so. This holds because a path of hops from $x'$ to $x$ is as probable as the reversed path, all terrace sites having the same rates. The adatoms that land elsewhere and desorb at $x$ are then as many as those that land at $x$ and desorb elsewhere.

### Flux and captured fraction

The flux into the right step follows from the slope there:

$$J=-D\,n'(L/2)=\frac{DF\tau}{\lambda}\,\frac{\sinh a}{\cosh a}=F\lambda\tanh\frac{L}{2\lambda}.$$

The left step receives the same flux by symmetry. Each step collects as many adatoms as land on a strip of width $\lambda\tanh a$. The width is a measure of the number collected; it does not mark a sharp border, since $p$ changes smoothly.

The steps share an arrival rate $FL$, so the captured fraction is

$$\eta=\frac{2J}{FL}=\frac{2\lambda}{L}\tanh\frac{L}{2\lambda}=\frac{\tanh a}{a}.$$

The desorbed fraction can be found separately from the density:

$$\frac1{FL}\int_{-L/2}^{L/2}\frac n\tau\,dx=1-\frac{1}{L\cosh a}\int_{-L/2}^{L/2}\cosh\frac x\lambda\,dx=1-\frac{2\lambda\sinh a}{L\cosh a}=1-\eta .$$

Nothing is lost from the account. For a narrow terrace $\tanh a\approx a-a^3/3$, and the desorbed fraction becomes $a^2/3=L^2/(12D\tau)$. This is the mean time on the terrace found from the parabola, divided by $\tau$, as expected when few adatoms desorb.

## Second half: the short diffusion length and a sapphire terrace

### Symbols and results carried over

The terrace has width $L$ and its centre at $x=0$. Adatoms arrive at rate $F$ per area, diffuse with constant $D$ and desorb after a mean time $\tau$. The diffusion length is $\lambda=\sqrt{D\tau}$, and $a=L/(2\lambda)$. The hop length is $b$, the row spacing $h=\sqrt3\,b/2$, the total hop rate $\Gamma$ and the rate of hopping to the next row $r=\Gamma/3$, with $D=rh^2=\Gamma b^2/4$. The rates $\Gamma$ and $1/\tau$ have a common prefactor $\nu$ and barriers $E_{\rm dif}$ and $E_{\rm des}$. For perfectly absorbing steps,

$$n=F\tau\left[1-\frac{\cosh(x/\lambda)}{\cosh a}\right],\quad J=F\lambda\tanh a,\quad \eta=\frac{\tanh a}{a},$$

where $J$ is the flux into one step and $\eta$ the captured fraction of all arrivals.

### One step alone, and the error of that picture

When $\lambda\ll L$, an adatom near one step hardly ever reaches the other. Let $d$ be the distance to the nearer step and $s=d/\lambda$. For a single step the density must vanish at $s=0$ and approach $F\tau$ far away, which excludes the growing exponential and leaves

$$n\to F\tau\left(1-e^{-d/\lambda}\right).$$

The error can be found without approximation. On the side of the nearer step $|x|/\lambda=a-s$, so the full density minus the limit, divided by $F\tau$, is

$$e^{-s}-\frac{\cosh(a-s)}{\cosh a}=\frac{e^{-s}\cosh a-\cosh(a-s)}{\cosh a}.$$

Insert $e^{-s}=\cosh s-\sinh s$ and $\cosh(a-s)=\cosh a\cosh s-\sinh a\sinh s$. The terms with $\cosh s$ cancel, and the numerator becomes $-\sinh s\,(\cosh a-\sinh a)=-e^{-a}\sinh s$. Thus

$$\frac{n}{F\tau}-\left(1-e^{-s}\right)=-\,e^{-a}\,\frac{\sinh s}{\cosh a}.$$

The full density is lower, because the farther step also removes adatoms. The error grows with $s$ and is largest at the centre, $s=a$, where its size relative to $F\tau$ is $e^{-a}\tanh a$. This is less than $e^{-L/2\lambda}$, so the limit holds uniformly over the terrace.

The limit does not say that the density is flat. However small $\lambda$ may be, a depleted strip of width about $\lambda$ remains at each step, and the whole flux into the step comes from the slope there.

The flux is approximated much better than the centre density. In the limit $J\to F\lambda$ and $\eta\to2\lambda/L$, both too large by the relative amount

$$\frac1{\tanh a}-1=\frac{\cosh a-\sinh a}{\sinh a}=\frac{2}{e^{2a}-1}\approx2e^{-L/\lambda}.$$

The exponent contains the whole width and not half of it, since the slope at one step feels the other step across the full terrace. For an error below one percent $e^{2a}$ must exceed 201, which is the case for $L\ge5.31\,\lambda$.

### A terrace on sapphire

The example is the growth of MoS$_2$ from the vapour on c-plane sapphire. The diffusing species contains one molybdenum atom, and sulphur is in excess. Rough typical values are a temperature of 1200 K, a miscut of $0.1^\circ$, a step height of 0.22 nm and a hop length $b=0.48$ nm. The remaining parameters are round model choices: $\nu=10^{13}$ s$^{-1}$, $E_{\rm dif}=1.0$ eV, $E_{\rm des}=1.8$ eV and $F=0.02$ nm$^{-2}$ s$^{-1}$.

With $kT=0.1034$ eV the rates give

$$\Gamma=6.31\times10^8\ {\rm s^{-1}},\qquad \tau=3.63\times10^{-6}\ {\rm s},$$

$$D=6.31\times10^8\times\frac{0.48^2}{4}=3.64\times10^7\ {\rm nm^2\,s^{-1}},$$

$$\lambda=\sqrt{3.64\times10^7\times3.63\times10^{-6}}=11.5\ {\rm nm}.$$

The miscut sets the width, $L=0.22/\tan0.1^\circ=126$ nm, so $a=5.49$. The plateau density is $F\tau=7.26\times10^{-8}$ nm$^{-2}$. The full profile and its limit are:

| $d$ (nm) | full $n/(F\tau)$ | limit |
|---:|---:|---:|
| 2 | 0.1598 | 0.1598 |
| 10 | 0.5813 | 0.5813 |
| 20 | 0.8246 | 0.8247 |
| 40 | 0.9687 | 0.9693 |
| 63 | 0.9917 | 0.9959 |

The last row is the centre. The difference there, 0.0041, is $e^{-a}\tanh a$.

Each step receives $J=0.230$ nm$^{-1}$ s$^{-1}$, and the captured fraction is

$$\eta=\frac{2\times0.230}{0.02\times126}=0.18 .$$

The other 82 percent of the arrivals desorb. The limit $F\lambda$ exceeds the full flux by a relative $3.4\times10^{-5}$.

The plateau density is strikingly low: one adatom per $1.4\times10^7$ nm$^2$, a square with sides of 3.7 µm. At most moments a given micrometre of terrace is empty. The profile is an average over time, or over many equal terraces, and not a crowd seen at one instant. For adatoms that do not interact, the balance equation holds for this average.

### Does the continuum suffice?

The balance can be solved directly for rows of sites, as a set of linear equations with hopping rate $r$ between rows, arrival $F$ and desorption $1/\tau$. With the terrace rounded to a whole number of rows, the largest difference from the formula is $2.0\times10^{-5}$ of $F\tau$.

This size can be derived. On rows, a solution $e^{\pm x/\lambda'}$ must satisfy $2r[\cosh(h/\lambda')-1]=1/\tau$. As $r=D/h^2$, this is $\cosh(h/\lambda')=1+h^2/(2\lambda^2)$, and expansion gives $\lambda'\approx\lambda[1+h^2/(24\lambda^2)]$. The exponential $e^{-s}$ then changes by $s\,e^{-s}h^2/(24\lambda^2)$, which is largest at $s=1$. With $h=0.416$ nm the maximum is $0.368\times5.5\times10^{-5}=2.0\times10^{-5}$, as found.

### Changing the miscut

Now vary the miscut and hold everything else fixed:

| miscut | $L$ (nm) | $\eta$ | limit $2\lambda/L$ |
|---:|---:|---:|---:|
| $0.1^\circ$ | 126 | 0.182 | 0.182 |
| $0.2^\circ$ | 63 | 0.3615 | 0.3645 |
| $0.5^\circ$ | 25 | 0.729 | 0.911 |
| $1.0^\circ$ | 12.6 | 0.910 | 1.82 |

At $0.2^\circ$ the terrace is $5.5\,\lambda$ wide and the limit is still good to one percent. At $0.5^\circ$ it is 25 percent too high, and at $1^\circ$ it exceeds one. The limit treats each step as if it stood alone. It therefore counts some adatoms for both steps, and it also counts adatoms that would land beyond the other step, outside the terrace.

### Steps that hinder capture

Suppose next that the flux into the step is $k\,n$, with $n$ the density at the terrace end and $k$ a finite rate constant. The symmetric solution is $n=F\tau[1-C\cosh(x/\lambda)]$. Its outward flux at the end is $F\lambda C\sinh a$, so

$$F\lambda C\sinh a=kF\tau(1-C\cosh a).$$

Divide by $kF\tau$, use $\lambda/(k\tau)=D/(k\lambda)$ and write $\ell=D/k$. Then $C=1/[\cosh a+(\ell/\lambda)\sinh a]$ and

$$J=\frac{F\lambda\tanh a}{1+(\ell/\lambda)\tanh a}.$$

The flux for perfect absorption returns for $\ell\ll\lambda$. For the density to do so as well, $\ell$ must also be much smaller than $L$.

The hops supply $\ell$. Let the last hop into the step have an extra barrier $E$, so that its rate is $qr$ with $q=e^{-E/kT}$. Place the terrace end midway between the last row, of density $n_1$, and the step row. The flux is $J=qrhn_1=qDn_1/h$. The density at the end is lower than $n_1$ by half a spacing times the slope $J/D$:

$$n_{\rm end}=\frac{Jh}{qD}-\frac{Jh}{2D},\qquad \ell=\frac{Dn_{\rm end}}{J}=h\left(e^{E/kT}-\frac12\right).$$

For the terrace above, the flux relative to $F\lambda\tanh a$ is 0.982 for $E=0$, 0.928 for 0.1 eV and 0.610 for 0.3 eV. The missing 1.8 percent at $E=0$ is no physical loss. It is the arrival $Fh/2$ on the half row beyond the chosen end, which belongs to the step row. Compared with $E=0$, the barriers reduce the flux by 5 and 38 percent.

### Steps that release atoms

If a step keeps a density $n_s$ beside it, set $m=n-n_s$. Then $m$ vanishes at the steps and obeys

$$D\,m''-\frac m\tau+\left(F-\frac{n_s}\tau\right)=0 .$$

This is the old problem with a smaller source, so $J=(F-n_s/\tau)\lambda\tanh a$. Release lowers the flux by the fraction $n_s/(F\tau)$.

Let $W$ be the energy needed to move an atom from a kink in the growing edge to the terrace. With changes of vibration ignored, $n_s=N e^{-W/kT}$, where $N=2/(\sqrt3\,b^2)=5.0$ nm$^{-2}$ is the density of sites. Release stays below one percent if

$$W>kT\ln\frac{N}{0.01F\tau}\approx2.34\ {\rm eV}.$$

Absorption is thus nearly perfect only for strong binding at the edge, a condition the diffusion model cannot check.

### The moving edge

The film holds $\rho=11.3$ molybdenum atoms per nm$^2$, from a rough lattice constant of 0.32 nm. If only adatoms from the bare terrace are counted, and not those that land on the film, its edge advances at $v=J/\rho=0.020$ nm/s and needs 564 s to move by $\lambda$. The slowest deviation from the steady profile decays in $3.4\times10^{-6}$ s. In a frame moving with the edge the balance gains a term $vn'$, smaller than $Dn''$ by about $v\lambda/D=6\times10^{-9}$. The profile therefore follows the edge, with $L$ the width still bare.

### When adatoms meet

Two adatoms approach each other with relative diffusion constant $2D$, and there are $n^2/2$ pairs to count, so pairs form at a rate $\sigma Dn^2$ per area. The capture number $\sigma$ is taken as 3, a rough value on the high side. For hops on this lattice, with $\lambda\approx24\,b$ and capture at neighbouring sites, it is about 2, which would lower the counts of newly formed pairs and of nuclei below by a third or more. With $n=F\tau$ everywhere, which overestimates the rate, the share of adatoms entering pairs is

$$\frac{2\sigma D(F\tau)^2}{F}=2\sigma\lambda^2F\tau=6\times10^{-5}.$$

This looks negligible, but it is the wrong measure. While the edge moves by $\lambda$, about 5 pairs form on an area $L\times L$. If each one survived and grew, the terrace would be dotted with islands, each a new sink, and the model would fail.

Survival depends on the binding energy $E_{\rm pair}$. A third adatom arrives at rate $\sigma DF\tau=7.9$ s$^{-1}$, while the pair breaks at rate $\nu e^{-(E_{\rm pair}+E_{\rm dif})/kT}$. The two rates are equal at 1.88 eV. For an assumed 1.0 eV a fraction $2\times10^{-4}$ is hit before breaking, which would leave $10^{-3}$ nuclei on the same area if partners that part never met again. In fact they often do. When parting for good is much faster than the next arrival, which here requires a binding well below about 1.7 eV, and the bond slows desorption from a pair by the same factor as breaking, the pairs are better counted from their equilibrium with single adatoms. There are three pairs of neighbouring sites per site, so the density of bound pairs is

$$n_2=\frac{3n^2}{N}\,e^{E_{\rm pair}/kT},$$

with $N=5.0$ nm$^{-2}$ the density of sites. For $n=F\tau$ and 1.0 eV this is $5.0\times10^{-11}$ nm$^{-2}$. Multiplied by the arrival rate 7.9 s$^{-1}$, the time 564 s and the area $L^2$, it gives $3.5\times10^{-3}$ nuclei, if every cluster of three atoms is counted as one. The number grows as $e^{E_{\rm pair}/kT}$ and reaches 0.1 at a binding of about 1.35 eV.

### Beside the real material

The temperature, miscut and step height lie in the range used for MoS$_2$ on sapphire. At the initial rate a full layer would take $\rho/(F\eta)$, about 50 minutes, a plausible growth time. With capture from the bare terrace alone, the rate falls as the bare strip becomes narrow, and the last part takes longer. The barriers and the equal prefactors are the weak points. A desorption prefactor ten times larger would lower the captured fraction to 0.06. A change of 0.1 eV in $E_{\rm des}-E_{\rm dif}$ multiplies or divides $\lambda$ by 1.6, giving 18.6 or 7.1 nm and a captured fraction of 0.29 or 0.11. A change of 50 K in temperature matters less: with the barriers fixed, $\lambda$ is 13.6 nm at 1150 K and 9.8 nm at 1250 K. A larger change can matter more: at 1000 K $\lambda$ is 24.9 nm. Real sapphire steps may also gather into bunches. If they join in pairs at the same miscut, $L$ doubles and the captured fraction falls from 0.18 to 0.09. The model also takes every step as a continuous edge that absorbs equally from both sides, whereas real films start as separate domains that often grow across many steps. Islands may form between the steps as well; they would raise the total capture by an amount this model does not give. The value 0.18 is thus a result for the chosen barriers and evenly spaced single steps, not a prediction for a particular reactor.

Numbers in the example were calculated in double precision.
